\section*{Saturation of transmitted intensity under two-photon absorption, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two-photon absorption as the sole loss}

\subsection{Ten times the input, nine per cent more output}

A wave of intensity $5\,\mathrm{GW/cm^2}$ enters a model guide $2.5\,\mathrm{cm}$ long and leaves it with $0.4545\,\mathrm{GW/cm^2}$. When the input is raised tenfold, to $50\,\mathrm{GW/cm^2}$, the output becomes $0.4950\,\mathrm{GW/cm^2}$. Ten times the input has bought about nine per cent more output. A loss that removes a fixed fraction of the light per unit length could not do this: it would multiply both inputs by the same factor, and the outputs would also differ tenfold.

The guide absorbs by a two-photon process, with coefficient $\beta=0.8\,\mathrm{cm/GW}$. This value and the length $L=2.5\,\mathrm{cm}$ are round model parameters. Intensities are given in $\mathrm{GW/cm^2}$ and lengths in cm, which suit a device better than atomic units. The product $\beta L$ is then an inverse intensity,
\begin{equation}
\beta L=0.8\times2.5=2\,\mathrm{cm^2/GW},\qquad
\frac{1}{\beta L}=0.5\,\mathrm{GW/cm^2}=5\times10^{12}\,\mathrm{W/m^2}.
\end{equation}
Both outputs lie just below $0.5\,\mathrm{GW/cm^2}$. What has to be shown is that this is a bound for every input, and that the output tends to it.

\subsection{The loss law}

Let $I(z)$ be the power per unit area carried in the direction $z$. The wave has one angular frequency $\omega$, is steady in time, and is uniform across its section. Its photon energy $\hbar\omega$ lies below the band gap but above half of it, so that one photon cannot lift an electron across the gap while two can. Silicon, with a gap of roughly $1.1\,\mathrm{eV}$, is in this position for photons of $0.8\,\mathrm{eV}$.

To leading order in perturbation theory, the amplitude for taking two photons from the same wave contains the field twice. The probability is the squared modulus of the amplitude and contains the field four times. Since $I$ is proportional to the square of the field, the number $W$ of absorption events per unit volume and time is proportional to $I^2$. Each event removes the energy $2\hbar\omega$. The coefficient $\beta$ is defined through the power lost per unit volume,
\begin{equation}
2\hbar\omega\,W=\beta I^2 .
\label{eq:events}
\end{equation}
The factor 2 counts the photons absorbed per event. Since $\beta$ measures the lost power, it contains this factor, and the event rate is $W=\beta I^2/(2\hbar\omega)$. This rate will be needed when the generated carriers are counted.

Consider a slab between $z$ and $z+dz$. Per unit area, the power $I(z)$ enters and $I(z+dz)$ leaves. In a steady state the difference is what the slab absorbs:
\begin{equation}
I(z)-I(z+dz)=\beta I(z)^2\,dz .
\end{equation}
Division by $dz$ and the limit $dz\to0$ give
\begin{equation}
\frac{dI}{dz}=-\beta I^2,\qquad I(0)=I_0>0,\qquad \beta>0 .
\label{eq:law}
\end{equation}
Linear absorption, scattering, absorption by generated carriers, and processes of higher order are left out for now. The coefficient $\beta$ is taken to be independent of $z$ and $I$.

\subsection{First case: a thin guide}

If the guide is so thin that the intensity hardly changes, the right side of \eqref{eq:law} may be evaluated at the input:
\begin{equation}
I(L)\approx I_0-\beta I_0^2L=I_0(1-S),\qquad S=\beta I_0L .
\label{eq:thin}
\end{equation}
The dimensionless number $S$ is the estimated fractional loss. For $I_0=0.1\,\mathrm{GW/cm^2}$ it is $0.2$, and \eqref{eq:thin} gives $0.080\,\mathrm{GW/cm^2}$, compared with $0.0833\,\mathrm{GW/cm^2}$ from integration of \eqref{eq:law}. For $I_0=0.5\,\mathrm{GW/cm^2}$ we have $S=1$, and the estimate predicts complete extinction, whereas half of the light is in fact transmitted.

The failure has a clear cause. The estimate keeps the absorption rate at its input value, although the rate falls as the wave weakens. One improvement is to insert $I_0-\beta I_0^2z$ into the right side of \eqref{eq:law} and integrate once more:
\begin{align}
I(L)&\approx I_0-\beta\int_0^L\left(I_0-\beta I_0^2z\right)^2dz\notag\\
&=I_0-\beta\int_0^L\left(I_0^2-2\beta I_0^3z+\beta^2I_0^4z^2\right)dz\notag\\
&=I_0-\beta I_0^2L+\beta^2I_0^3L^2-\tfrac13\beta^3I_0^4L^3\notag\\
&=I_0\left(1-S+S^2-\tfrac13S^3\right).
\label{eq:second}
\end{align}
The new positive term $S^2$ expresses the weakening of the absorption. This iteration has used the first-order profile, so its terms can be trusted through $S^2$ and no further. Saturation is a matter of large $S$ and needs the full solution.

\subsection{General case: any length and any input}

The equation can be solved by dividing by $I^2$, provided that $I$ does not vanish. The function $I(z)=0$ is itself a solution of \eqref{eq:law}. The right side, $-\beta I^2$, has a continuous derivative with respect to $I$, so no two different solutions can pass through the same point. A solution that starts at $I_0>0$ therefore cannot touch zero at a finite distance, and it remains positive.

Define the inverse intensity $u=1/I$. By the chain rule,
\begin{equation}
\frac{du}{dz}=-\frac{1}{I^2}\frac{dI}{dz}
=-\frac{1}{I^2}\left(-\beta I^2\right)=\beta .
\end{equation}
The inverse intensity grows at a constant rate. Integration from $0$ to $L$ gives
\begin{equation}
\frac{1}{I(L)}=\frac{1}{I_0}+\beta L .
\label{eq:inverse}
\end{equation}
Multiplying numerator and denominator of the reciprocal by $I_0$, we obtain
\begin{equation}
I(L)=\frac{1}{1/I_0+\beta L}=\frac{I_0}{1+\beta I_0L}=\frac{I_0}{1+S}.
\label{eq:solution}
\end{equation}

For $S<1$ the geometric series gives $I(L)=I_0(1-S+S^2-S^3+\cdots)$. It agrees with \eqref{eq:second} through $S^2$ and differs at $S^3$, as expected of the iteration. For $\beta\to0$ or $L\to0$ the output returns to $I_0$. For the inputs quoted at the start,
\begin{equation}
\frac{5}{1+2\times5}=\frac{5}{11}=0.4545,\qquad
\frac{50}{1+2\times50}=\frac{50}{101}=0.4950,
\end{equation}
in $\mathrm{GW/cm^2}$. Direct numerical integration of \eqref{eq:law}, made without use of \eqref{eq:solution}, was tested against the formula for five inputs from $0.1$ to $50\,\mathrm{GW/cm^2}$. The two agree to better than one part in $10^6$ of the output.

\subsection{Proof of saturation}

Write $I_{\rm sat}=1/(\beta L)$. Since $I_0=SI_{\rm sat}$, equation \eqref{eq:solution} becomes
\begin{equation}
I(L)=I_{\rm sat}\,\frac{S}{1+S}.
\label{eq:saturation}
\end{equation}
Three facts follow at fixed $L>0$. First, differentiation by the quotient rule gives
\begin{equation}
\frac{dI(L)}{dI_0}
=\frac{(1+\beta I_0L)-I_0\beta L}{(1+\beta I_0L)^2}
=\frac{1}{(1+S)^2}>0,
\label{eq:slope}
\end{equation}
so the output rises strictly with the input. Second, $S/(1+S)<1$ for every finite $S$, so the output stays below $I_{\rm sat}$. Third, the gap relative to the bound is
\begin{equation}
\frac{I_{\rm sat}-I(L)}{I_{\rm sat}}=1-\frac{S}{1+S}=\frac{1}{1+S},
\label{eq:gap}
\end{equation}
which tends to zero as $I_0\to\infty$. Hence
\begin{equation}
\lim_{I_0\to\infty}I(L)=\frac{1}{\beta L}.
\label{eq:limit}
\end{equation}
This is the saturation law. The coefficient in it is the two-photon coefficient, whose unit is length divided by power. The inverse product of a linear absorption coefficient and a length would be a pure number and could not be an intensity.

The approach to the bound is slow. To reach the fraction $f$ of it, we need $S/(1+S)=f$, hence $S=f/(1-f)$. For $f=0.9$ this is $S=9$, or an input of $9\times0.5=4.5\,\mathrm{GW/cm^2}$. At $50\,\mathrm{GW/cm^2}$ the remaining gap is $1/101$, about one per cent of the bound.

The length must be held fixed while the input grows. At the distance $z_{1/2}=1/(\beta I_0)$ equation \eqref{eq:solution} gives $I=I_0/2$, however large $I_0$ is. This distance shrinks as the input grows, so a fixed $L$ finally contains many such distances. If $L$ were reduced in proportion to $1/I_0$, then $S$ would stay constant and nothing would saturate.

\subsection{Why the guide forgets its input}

Equation \eqref{eq:inverse} also explains the opening numbers without a limit. The stronger wave, starting at $50\,\mathrm{GW/cm^2}$, falls to $5\,\mathrm{GW/cm^2}$ after a distance $d$ given by
\begin{equation}
\frac15=\frac1{50}+0.8\,d,\qquad
d=\frac{0.20-0.02}{0.8}=0.225\,\mathrm{cm}.
\end{equation}
From there on it behaves as the weaker wave does from the input face. The tenfold advantage is therefore worth $0.225\,\mathrm{cm}$ of guide, or nine per cent of the length. Even an infinite input would fall to $5\,\mathrm{GW/cm^2}$ within $1/(0.8\times5)=0.25\,\mathrm{cm}$.

The same loss of memory acts on a small modulation. Let the input change slowly by $\delta I_0\ll I_0$, so that the steady solution applies at each moment. With the transmission $T=I(L)/I_0=1/(1+S)$, equation \eqref{eq:slope} reads $\delta I(L)=T^2\delta I_0$. Division by $I(L)=TI_0$ gives
\begin{equation}
\frac{\delta I(L)}{I(L)}=T\,\frac{\delta I_0}{I_0}.
\label{eq:modulation}
\end{equation}
At $I_0=5\,\mathrm{GW/cm^2}$ we have $T=1/11=0.0909$, so a one per cent ripple at the input leaves as a ripple of about $0.09$ per cent. The absolute slope is $T^2=0.00826$. Finite differences of the numerically integrated output confirm both factors. For $S\to0$ the factor $T$ tends to one and the ripple passes unchanged.

\subsection{Adding the phase of the field}

The material also has an intensity-dependent refractive index. Let $A(z)$ be the slowly varying complex amplitude, normalized so that $|A|^2=I$, with the uniform phase advance of the weak wave removed. With a real Kerr coefficient $\kappa$, in radians per unit length and intensity,
\begin{equation}
\frac{dA}{dz}=\left(i\kappa-\frac{\beta}{2}\right)|A|^2A .
\label{eq:field}
\end{equation}
The factor $1/2$ appears because the intensity is quadratic in the amplitude. Indeed,
\begin{align}
\frac{d|A|^2}{dz}&=A^*\frac{dA}{dz}+A\frac{dA^*}{dz}\notag\\
&=\left(i\kappa-\frac\beta2\right)|A|^4+\left(-i\kappa-\frac\beta2\right)|A|^4
=-\beta|A|^4 .
\end{align}
The Kerr terms cancel, and \eqref{eq:law} is recovered. This holds for a steady wave of fixed transverse shape; with dispersion or self-focusing the phase could react back on the intensity.

Now put $A=\sqrt I\,e^{i\phi}$ with $\phi(0)=0$. Dividing \eqref{eq:field} by $A$ gives $(2I)^{-1}dI/dz+i\,d\phi/dz$ on the left, and the imaginary part is $d\phi/dz=\kappa I$. Therefore
\begin{equation}
\phi(L)=\kappa\int_0^L\frac{I_0\,dz}{1+\beta I_0z}
=\frac{\kappa}{\beta}\ln(1+S).
\label{eq:phase}
\end{equation}
For $S\to0$, $\ln(1+S)\approx S$ and $\phi\approx\kappa I_0L$, the result without absorption. For large $S$ the phase grows without bound, though only logarithmically. The output intensity thus loses the memory of the input while the phase keeps a trace of it. With $\kappa=2\,\mathrm{rad\,cm/GW}$ and $I_0=5\,\mathrm{GW/cm^2}$,
\begin{equation}
\phi=\frac{2}{0.8}\ln 11=5.995\,\mathrm{rad},
\end{equation}
whereas $\kappa I_0L$ would be $25\,\mathrm{rad}$. Numerical integration of the complex equation \eqref{eq:field} reproduces both the intensity and this phase.

\section{Further losses, pulses and mode profiles}

\subsection{Symbols and results carried over}

The intensity is $I(z)$, its input value $I_0$, the guide length $L$ and the two-photon coefficient $\beta$. The inverse intensity is $u=1/I$, and $S=\beta I_0L$. With two-photon absorption alone, $du/dz=\beta$, so that
\begin{equation}
I(L)=\frac{I_0}{1+S}=I_{\rm sat}\frac{S}{1+S},\qquad
I_{\rm sat}=\frac1{\beta L}.
\label{eq:recall}
\end{equation}
The power lost per unit volume is $\beta I^2$, and each absorbed pair of photons accounts for $2\hbar\omega$ of energy. The example has $\beta=0.8\,\mathrm{cm/GW}$, $L=2.5\,\mathrm{cm}$ and $I_{\rm sat}=0.5\,\mathrm{GW/cm^2}$.

\subsection{Any further loss preserves the bound}

Let a further loss remove the fraction $a\,dz$ of the intensity in a distance $dz$, where $a\geq0$ may depend on position and intensity. Then
\begin{equation}
\frac{dI}{dz}=-\beta I^2-aI,\qquad
\frac{du}{dz}=-\frac1{I^2}\frac{dI}{dz}=\beta+\frac aI\geq\beta .
\label{eq:general}
\end{equation}
Integration of the inequality gives $1/I(L)\geq1/I_0+\beta L$, and therefore
\begin{equation}
I(L)\leq\frac{I_0}{1+\beta I_0L}<\frac{1}{\beta L}.
\label{eq:comparison}
\end{equation}
The value $1/(\beta L)$ remains an upper bound, but the output need not approach it. For $a=0$ the first inequality becomes an equality and \eqref{eq:recall} returns. Two forms of $a$ serve as examples of a lowered plateau.

With two-photon absorption alone the output tends to $1/(\beta L)$ as the input grows, and with any further loss this value remains an upper bound. It remains to find how far linear loss and absorption by generated carriers lower the plateau, to treat pulses and guided modes, and to see where the bound itself can fail.

Numerical values quoted here were computed with a short program.
